# Korhonen's Effective Modulus for an Embedded Line of Any Cross-Section

Q: Electromigration pushes atoms into one part of a buried metal line and the stress there changes. People write this as one modulus times the added volume. The matrix must deform too, in a way that depends on the line's shape. How can one number do?

A: It can under stated conditions. Let the line and an infinite matrix be isotropic, with the same Young modulus $E$ and Poisson ratio $\nu$, bonded together, with small strains. Let $\theta$ be the volume of added atoms divided by the original volume. Tension is positive. The first condition concerns where the atoms settle: they must enlarge the stress-free metal equally in all directions, so the eigenstrain is $\varepsilon^*_{ij}=\tfrac13\theta\,\delta_{ij}$. The second is that "the stress" means $\sigma_m=\tfrac13\sigma_{kk}$.

Only the elastic part of the strain produces stress. With Lamé constants $\lambda,\mu$ and bulk modulus $K=\lambda+\tfrac23\mu$,
$$\sigma_{ij}=2\mu\left(\varepsilon_{ij}-\tfrac13\theta\delta_{ij}\right)+\lambda(\varepsilon_{kk}-\theta)\delta_{ij}
=2\mu\varepsilon_{ij}+\lambda\varepsilon_{kk}\delta_{ij}-K\theta\,\delta_{ij}.$$

Q: That is still a vector problem with an awkward boundary.

A: Try a displacement $u_i=\partial_i\phi$. Then $\varepsilon_{ij}=\partial_i\partial_j\phi$, and $\partial_j\sigma_{ij}=0$ becomes
$$\partial_i\left[(\lambda+2\mu)\nabla^2\phi-K\theta\right]=0 .$$
The bracket is constant, and it is zero because strain and $\theta$ vanish far away. Hence
$$\nabla^2\phi=\frac{K}{K+\frac43\mu}\,\theta .$$
This Poisson equation has a solution for any cross-section. Its gradient is continuous across the boundary, so the bond holds. Equilibrium was imposed across the jump of $\theta$ as well, so tractions match. The solution with decaying strain is unique, so nothing was lost by the trial form. For a uniform infinite line $\phi$ depends on $x,y$ alone, and decay means decay in that plane.

Now insert $K=E/[3(1-2\nu)]$ and $\mu=E/[2(1+\nu)]$:
$$K+\tfrac43\mu=\frac{E[(1+\nu)+2(1-2\nu)]}{3(1-2\nu)(1+\nu)}=\frac{E(1-\nu)}{(1-2\nu)(1+\nu)},\qquad
\varepsilon_{kk}=\nabla^2\phi=\frac{1+\nu}{3(1-\nu)}\theta .$$
The mean stress follows:
$$\sigma_m=K(\varepsilon_{kk}-\theta)=-\frac{E}{3(1-2\nu)}\,\frac{2(1-2\nu)}{3(1-\nu)}\,\theta=-B\theta,\qquad B=\frac{2E}{9(1-\nu)} .$$

Q: Where did the shape go?

A: Into the separate second derivatives of $\phi$. Their sum is fixed point by point by the source. Outside the line the sum is zero, so the matrix is sheared but has no mean stress.

As an independent test, Kelvin's point-force solution was integrated around a rectangle, a triangle and an L-shape. With $E=130$ GPa and $\nu=0.34$, all three gave 43.77 GPa, as the formula does.

There is also a useful limit. Since $1/B=1/K+3/(4\mu)$, an incompressible metal has $B=4\mu/3$, which is finite: the added volume is then accommodated by shear, both in the surroundings and in the line itself.

Q: Korhonen's equation needs $\theta$ to vary along the line. Doesn't a crowded segment squeeze its neighbours?

A: Not in mean stress, for isotropic deposition. The Poisson equation was derived for any $\theta(\mathbf r)$, so $\sigma_m(\mathbf r)=-B\theta(\mathbf r)$ is local.

Q: Then show me the shape dependence you say is hidden.

A: Write $\partial_i\partial_j\phi=\varepsilon_{kk}N_{ij}$ inside the line, with $N_{kk}=1$. Since $2\mu\varepsilon_{kk}=E\theta/[3(1-\nu)]$, and the trace of the stress must be $-3B\theta$,
$$\sigma_{ij}=-\frac{E\theta}{3(1-\nu)}(\delta_{ij}-N_{ij})=\tfrac32\sigma_m(\delta_{ij}-N_{ij}).$$

For an ellipse with semi-axes $a$ along $x$ and $b$ along $y$, I claim $N_{xx}=b/(a+b)$, $N_{yy}=a/(a+b)$, $N_{zz}=0$. Scale the source to one. The field $g=\partial_x\psi-i\partial_y\psi$ must then match a decaying analytic function outside. On the boundary $x=a\cos t$, $y=b\sin t$, and the proposed inner field is
$$g=N_{xx}x-iN_{yy}y=\frac{ab}{a+b}e^{-it}.$$
The map $z=\frac{a+b}{2}\zeta+\frac{a-b}{2\zeta}$ sends $|\zeta|=1$ to this ellipse, with $\zeta=e^{it}$. So $g=ab/[(a+b)\zeta]$ continues analytically outside and decays. That proves the claim, and it is Eshelby's uniform field for this case.

For a line 50 nm wide and 100 nm high, the ellipse has $N_{xx}=2/3$. At $\sigma_m=100$ MPa the stresses across the width, up the height and along the line are 50, 100 and 150 MPa.

In a rectangle the field is not uniform. At its centre, differentiating the potential turns the area integral into one over the two side faces:
$$N_{xx}=\frac{2}{2\pi}\int_{-h/2}^{h/2}\frac{w/2}{w^2/4+y^2}\,dy=\frac2\pi\arctan\frac hw .$$
The stresses there are 44.3, 105.7 and 150.0 MPa. The mean is again 100 MPa.

Q: With three different normal stresses, why should the mean drive diffusion?

A: Because of the energy. The total strain does no net work against a self-equilibrated stress, so $\int\sigma_{ij}\varepsilon_{ij}\,dV=0$, and
$$U=\tfrac12\int\sigma_{ij}(\varepsilon_{ij}-\varepsilon^*_{ij})dV=-\tfrac12\int\sigma_m\theta\,dV=\tfrac12B\int\theta^2dV .$$
Adding one atom of volume $\Omega$ means $\delta\theta\,dV=\Omega$ and costs $B\theta\Omega=-\Omega\sigma_m$. This holds if the atom is shared equally among the three directions.

Q: Suppose the boundaries all cross the line, so that atoms lengthen it.

A: Then $\varepsilon^*_{zz}=\theta$ and the other components vanish. Take a uniform long line, which has $\varepsilon_{zz}=0$, and write $S=\sigma_{xx}+\sigma_{yy}$. Hooke's law along the line gives $\sigma_{zz}=\nu S-E\theta$. Putting this into the transverse law,
$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}{E}
=\frac{(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{yy}}{E}+\nu\theta .$$
The cross-section behaves as if it had an equal in-plane eigenstrain $\eta=\nu\theta$.

In the isotropic case the same reduction gives $\eta=(1+\nu)\theta/3$, while the stress tensor above gives $S=-E\theta/[3(1-\nu)]$. Hence $S=-E\eta/(1-\nu^2)$ for any shape. With $\eta=\nu\theta$,
$$\sigma_{zz}=-E\theta\left(1+\frac{\nu^2}{1-\nu^2}\right)=-\frac{E\theta}{1-\nu^2},\qquad
\sigma_m=\frac{S+\sigma_{zz}}3=-\frac{E\theta}{3(1-\nu)} .$$
The two moduli, 147 and 66 GPa, do not depend on shape, but neither equals $B$. The axial stress is the one that does work here.

Locality is also lost. In a periodic calculation for an L-shaped line, $\theta$ alternated along the line with a wavelength 1.5 times the length of the L's arms. On a coarse grid, the peak mean stress in the matrix was 0.71 of that in the line; refining the cross-section raises this to about 0.76. With isotropic deposition it was zero to rounding.

Q: And if atoms can reach every boundary and interface? They would keep moving until the normal stresses were equal.

A: Then the modulus does depend on shape. Let the final stress in an elliptic line be $-p\,\delta_{ij}$. The matrix sees an elliptic hole under pressure $p$, in plane strain.

Use the plane-elastic potentials $f,\chi$, with $k=3-4\nu$ and the same map, $R=(a+b)/2$, $m=(a-b)/(a+b)$. With bars for complex conjugates, the traction condition and displacement are
$$f+z\overline{f'(z)}+\overline{\chi}=-pz,\qquad 2\mu(u_x+iu_y)=kf-z\overline{f'(z)}-\overline{\chi}=(k+1)f+pz ,$$
where the last equality holds on the hole. Choose $f=-pRm/\zeta$. The traction condition then requires
$$\chi=-\frac{pR}{\zeta}-\frac{pRm(\zeta^{-1}+m\zeta)}{\zeta^2-m}.$$
This is analytic for $|\zeta|>1$, because $|m|<1$, and it decays. So the choice is the solution, and on the hole
$$2\mu(u_x+iu_y)=pR\left(\zeta-\frac{km}{\zeta}\right).$$
Dividing $u_x$ by $x$ and $u_y$ by $y$ gives uniform strains, which a uniform line can match:
$$\varepsilon_{xx}=\frac{p[(a+b)-k(a-b)]}{4\mu a},\qquad \varepsilon_{yy}=\frac{p[(a+b)+k(a-b)]}{4\mu b}.$$
With $r=a/b$ their sum is
$$\varepsilon_{xx}+\varepsilon_{yy}=\frac{2p(1+\nu)}{E}\left[(1-\nu)\left(r+\frac1r\right)-(1-2\nu)\right].$$
The added volume fills this expansion and the line's own compression $p/K=3p(1-2\nu)/E$. Setting $p=B_h\theta$,
$$\frac1{B_h}=\frac{(1-2\nu)^2+2(1-\nu^2)(r+1/r)}{E},$$
since $3(1-2\nu)-2(1+\nu)(1-2\nu)=(1-2\nu)^2$.

For aspect ratios 1, 2 and 5 this gives 35.7, 28.7 and 14.0 GPa, against $B=43.8$ GPa throughout. As $r\to\infty$, $B_h\to0$: atoms on the broad faces of a thin ribbon wedge the matrix apart at little stress.

Q: Is it an accident that $B_h$ is smaller?

A: No. Vary a uniform eigenstrain at fixed $\theta$. The energy changes by $-V\sigma_{ij}\delta\varepsilon^*_{ij}$, with $V$ the line volume, and this vanishes for all volume-preserving changes when the stress is hydrostatic. Elastic energy is a non-negative quadratic form, so that state is a minimum. Isotropic deposition leaves unequal stresses, so it lies higher. The two energies are $\tfrac12B_h\theta^2V$ and $\tfrac12B\theta^2V$, hence $B_h<B$.

Q: What does the choice of modulus do to a real time?

A: Let $x$ run from cathode to anode, with the electron wind pushing atoms towards $+x$. The stress force per atom is $\Omega\,\partial_x\sigma$ and the wind force is $eZ\rho j$, where $Z$ is the magnitude of the effective charge, $\rho$ the resistivity and $j$ the current density. The atom flux and conservation law are
$$J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+eZ\rho j\right),\qquad \frac{\partial\theta}{\partial t}=-\Omega\frac{\partial J}{\partial x}.$$
With $\theta=-\sigma/B$ and uniform coefficients,
$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{k_BT}.$$
Blocked ends have $J=0$, hence $\partial_x\sigma=-G$ with $G=eZ\rho j/\Omega$. The steady profile is $G(L/2-x)$, because no atoms are lost from the line.

At early times the far end is not felt. The gradient itself obeys the diffusion equation, so $\partial_x\sigma=-G\,\mathrm{erfc}[x/(2\sqrt{\kappa t})]$. Integrating from the cathode to far away, with $\int_0^\infty\mathrm{erfc}\,s\,ds=1/\sqrt\pi$,
$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}},\qquad t_c=\frac{\pi}{\kappa}\left(\frac{\sigma_c}{2G}\right)^2 .$$

Take a copper-like line 100 µm long at 573 K and 1 MA/cm², with rough values $\rho=4$ µΩ cm, $Z=1$ and $D=10^{-12}$ cm²/s. Then $G=5.43$ MPa/µm, and the steady cathode stress is $5.43\times50\approx271$ MPa. For a chosen threshold of 100 MPa, and $\kappa=6.54\times10^{-3}$ µm²/s,
$$t_c=\frac{\pi}{6.54\times10^{-3}}\left(\frac{100}{2\times5.43}\right)^2\text{ s}\approx4.1\times10^4\text{ s}\approx11\text{ h}.$$
A finite-volume solution of the full line gives 100.0 MPa at that time, so the far end is still negligible.

If the stresses equalize, $B_h$ replaces $B$. With the value for an ellipse of aspect ratio 2, 28.7 GPa, the time becomes 17 h, all else fixed. A sharp-cornered rectangle of the same aspect ratio is more compliant, with $B_h$ about 26 GPa and a time of about 19 h. By then stress has spread about $\sqrt{\kappa t_c}\approx16$ µm, far more than the line's height. So if transverse paths exist and are as fast as the axial one, equalization has ample time and $B_h$ is the better choice.

Q: Does the same modulus say anything about stress migration, with no current?

A: Yes. Suppose cooling leaves a uniform mean tension of 100 MPa, and atoms leaving a growing void spread isotropically through the line until it is gone. They must supply $\theta=100\text{ MPa}/43.8\text{ GPa}=0.23\%$. Over 100 µm that equals the metal in 0.23 µm of line. This estimate ignores the void's own elastic field. A smaller modulus means a larger void.

Q: A real line does not sit in copper.

A: Then the modulus also depends on the stiffness of the surroundings. For a circular line of radius $a$, take $u_r=qr$ inside and $qa^2/r$ outside, where the matrix has shear modulus $\mu_m$. Matching the radial stress gives
$$2(\lambda+\mu)q-K\theta=-2\mu_mq\quad\Rightarrow\quad q=\frac{K\theta}{2(\lambda+\mu+\mu_m)} .$$
Then $\sigma_m=K(2q-\theta)$, and with $\lambda+\mu=K+\mu/3$,
$$B=\frac{K(\mu/3+\mu_m)}{K+\mu/3+\mu_m}.$$
This returns the earlier $B$ when $\mu_m=\mu$.

With rough constants, an oxide ($E=70$ GPa, $\nu=0.17$) gives 34 GPa, and a soft low-k dielectric (10 GPa, 0.25) gives 18 GPa. For a circular line in the second case, the time to threshold is $43.8/17.6\approx2.5$ times longer, with everything else fixed. Unequal stiffness also brings back a dependence on shape: in the low-k case an elliptic line of aspect ratio 2 has a modulus only 3% above the circular value, but at aspect ratio 20 it is about 60% above. These values are for isotropic deposition. If the stresses also equalize, a circular line under pressure $p$ opens its hole by the area fraction $p/\mu_m$, so $1/B_h=1/K+1/\mu_m$. This gives 25 GPa in the oxide and only 3.9 GPa in the low-k dielectric, where the time to threshold is about 11 times that found with $B=43.8$ GPa. A stiff metal liner between line and dielectric is not included.

Crystal anisotropy matters too. With rough cubic constants for copper, and line and matrix forming one crystal, three orientations of an elliptic line 50 nm wide and 100 nm high gave 35, 50 and 45 GPa. In such a crystal the modulus also depends on the shape of the cross-section. If Young's modulus is assumed to fall by 0.04% of its room-temperature value per kelvin, at fixed $\nu$, heating from 298 to 573 K lowers $B$ by 11%.

Q: And the chip's surface?

A: It is minor at this depth. Put a thin line at depth $d$ below a free plane $y=0$. Outside a circular line $\sigma_{rr}=A/r^2$, with $A=\tfrac34\sigma_ma^2$, because the inner radial stress is $\tfrac34\sigma_m$. With $r_1,r_2$ the distances from the line and its mirror point, the Airy function
$$A\left[\ln r_1-\ln r_2+\frac{2y(y+d)}{r_2^2}\right]$$
and its $y$-derivative vanish at $y=0$, so the surface is traction-free. The Laplacian of the image part is $4A\,\partial_y[(y+d)/r_2^2]$, which equals $-A/d^2$ at the line. In plane strain the mean stress is $(1+\nu)/3$ times this sum, so the fractional relief is $(1+\nu)a^2/(4d^2)$. For an equal-area radius of 39.9 nm at 300 nm depth it is 0.6%.

Q: So how far should I trust the 11 hours?

A: As an illustration at accelerated-test temperature. The time scales as $T/D$, and $D$ depends strongly on the interfaces. Cooling to 378 K with a rough activation energy of 0.9 eV, other inputs fixed, multiplies it by about 8000. Pre-existing thermal stress would shift the starting point, and plastic flow would relax the shear stresses; the model omits both. The numerical output below lists the values used here.

For this line, the shape-independent $B$ is justified when deposition is isotropic, the surroundings are about as stiff as the metal, and both can be treated as elastically isotropic. For copper crystals the last condition is only rough: the three orientations above differ from $B$ by up to about 20%. For the departures treated here, the axial moduli, $B_h$ and the unequal-stiffness formula show how far the modulus moves when one condition fails. Departures compound: equalized stress in soft surroundings lowers the modulus of a circular line to about a tenth of $B$.

## Computed values

```
Young modulus 130 GPa, Poisson ratio 0.34
bulk modulus 135.4 GPa, shear modulus 48.5 GPa
B from 2E/(9(1-nu)): 43.77 GPa
B from boundary forces, rectangle: 43.77 GPa
B from boundary forces, triangle: 43.77 GPa
B from boundary forces, L-shape: 43.77 GPa
matrix/line peak mean stress, isotropic deposit: 5.6e-16
matrix/line peak mean stress, axial deposit: 0.707
axial deposit, mean-stress modulus: 65.66 GPa
axial deposit, axial-stress modulus: 146.99 GPa
B, equalized stresses, aspect 1: 35.71 GPa
B, equalized stresses, aspect 2: 28.73 GPa
B, equalized stresses, aspect 5: 13.98 GPa
line width 50 nm, height 100 nm, length 100 um
temperature 573 K, current density 1.0 MA/cm2
resistivity 4.0 microohm cm, effective charge 1.0 e
diffusivity 1.0e-12 cm2/s, atomic volume 0.01181 nm3
limiting stress gradient G: 5.426 MPa/um
steady cathode stress: 271.3 MPa
stress diffusivity kappa: 6.535e-11 cm2/s
chosen threshold: 100 MPa
theta at threshold: -0.00228
time to threshold with B: 11.34 h
kappa*t/L^2 at that time: 0.0267
finite-line cathode stress at that time: 100.00 MPa
time with equalized-stress B: 17.27 h
ellipse stresses x,y,z at 100 MPa mean: 50.0, 100.0, 150.0 MPa
rectangle-centre stresses x,y,z: 44.3, 105.7, 150.0 MPa
rectangle-centre von Mises stress: 92.0 MPa
circular line in oxide (E 70 GPa, nu 0.17): B 34.38 GPa
circular line in low-k (E 10 GPa, nu 0.25): B 17.55 GPa
cubic constants c11,c12,c44: 170, 120, 75 GPa
B from Hill average of cubic constants: 43.79 GPa
cubic B, [100] line, (010) plane: 35.40 GPa
cubic B, [110] line, (001) plane: 49.61 GPa
cubic B, [1-10] line, (111) plane: 45.04 GPa
depth 300 nm, equivalent radius 39.9 nm
free-surface relief of mean stress: 0.59 %
rough thermal softening of B from 298 K: 11 %
vacancy storage relative to elastic storage: 2.4e-10
use temperature 378 K, activation energy 0.9 eV
time factor, use/test, other inputs fixed: 7997
```
